**Nitrogen 4S hyperfine constant: opposing 1s and 2s spin polarisation**

The program computes the spin density at the nucleus, ρs(0) = ρ↑ − ρ↓, which fixes the isotropic hyperfine constant A in H = A I·S. It asserts that ρs(0) vanishes in restricted open-shell Hartree–Fock and that in unrestricted Hartree–Fock (UHF) the 1s part is negative, the 2s part positive and the sum positive. The first-order response to 2p exchange must match each UHF shell part within 6 % of the summed magnitudes of the parts, and its total must match the slope of a separate self-consistent calculation within 0.5 %. Further assertions cover the contact factor 2/3, the spherical spin density, and the agreement of UHF energy derivatives in a contact field with densities taken directly from the orbitals. The output gives UHF parts of −0.466 and +0.653 bohr⁻³ after redundant 1s–2s mixing is removed, with a sum of 0.187 bohr⁻³ or 20.2 MHz for ¹⁴N. The cc-pVTZ basis gives the sum the wrong sign. In a smaller s,p,d basis MP2 gives 8.5 MHz and CCSD 9.5 MHz; these two values are printed without an independent assertion of their accuracy, and triple excitations are not included.

## Check in Python

```python
"""Hyperfine constant of the nitrogen atom, 2p^3 4S, from s-shell spin polarisation.

Result under test: the spin density at the nucleus, rho_s(0) = rho_up - rho_down,
is zero in restricted open-shell HF (ROHF). In unrestricted HF (UHF) it is the small
sum of a negative 1s part and a positive 2s part, both driven by exchange K_p with
the three spin-up 2p electrons. To first order
    rho_s(0) = 4 sum_{c,v} phi_c(0) phi_v(0) W_vc / (e_c - e_v),
    W = -K_p/2 - K[D],
c = 1s, 2s; v = empty s orbitals; D = change of the spin-up density matrix.
The contact constant in H = A I.S is
    A = (2 mu0/3) g_e mu_B g_N mu_N rho_s(0) / (2S).
"Canonical" parts use UHF eigenorbitals; "aligned" parts use the occupied UHF pair
rotated as close as possible to the ROHF pair, which removes 1s-2s mixing.
Atomic units unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, svd
from pyscf import gto, scf, mp, cc, lib

lib.num_threads(1)
TOTAL_SPIN = 1.5
G_NITROGEN_14 = 0.404      # rounded input: nuclear g factor of 14N


def even_tempered(l, start, ratio, count):
    return [[l, [start * ratio**k, 1.0]] for k in range(count)]


def nitrogen(basis):
    return gto.M(atom="N 0 0 0", basis={"N": basis}, spin=3, verbose=0)


def ao_at(mol, point):
    return mol.eval_gto("GTOval_sph", np.array([point], dtype=float))[0]


def contact_constant_mhz(spin_density, g_nucleus, spin):
    """A/h in MHz from a spin density in bohr^-3."""
    value = const.physical_constants
    g_e = abs(value["electron g factor"][0])
    mu_b = value["Bohr magneton"][0]
    mu_n = value["nuclear magneton"][0]
    bohr = value["Bohr radius"][0]
    strength = 2 * const.mu_0 / 3 * g_e * mu_b * g_nucleus * mu_n
    return strength * spin_density / bohr**3 / (2 * spin) / const.h / 1e6


def run_scf(method, mol, field=None, guess=None):
    """SCF; field = strengths of delta(r) acting on spin-up and spin-down."""
    mf = method(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 100
    if field is not None:
        origin = ao_at(mol, [0, 0, 0])
        delta = np.outer(origin, origin)
        core = mf.get_hcore()
        spin_core = np.array([core + strength * delta for strength in field])
        mf.get_hcore = lambda *args: spin_core
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def analyse(mol):
    """UHF and ROHF, with the UHF spin density at the nucleus split by shell."""
    uhf, rohf = run_scf(scf.UHF, mol), run_scf(scf.ROHF, mol)
    origin = ao_at(mol, [0, 0, 0])
    s_index = np.flatnonzero(abs(origin) > 1e-6)
    block = np.ix_(s_index, s_index)
    overlap = mol.intor("int1e_ovlp")[block]
    square_radius = mol.intor("int1e_r2")[block]
    restricted = np.array(rohf.make_rdm1())
    coulomb, exchange = uhf.get_jk(mol, restricted)
    mean_fock = uhf.get_hcore() + coulomb.sum(0) - exchange.sum(0) / 2
    energy, orbital = eigh(mean_fock[block], overlap)
    orbital = orbital * np.sign(origin[s_index] @ orbital)   # positive at nucleus
    parts = {"canonical": [], "aligned": []}
    radii = {"canonical": [], "aligned": []}
    for sigma in (0, 1):
        pair = uhf.mo_coeff[sigma][s_index, :2]
        left, _, right = svd(pair.T @ overlap @ orbital[:, :2])
        for name, coeff in (("canonical", pair), ("aligned", pair @ left @ right)):
            parts[name].append((origin[s_index] @ coeff) ** 2)
            radii[name].append(np.diag(coeff.T @ square_radius @ coeff))
    unrestricted = np.array(uhf.make_rdm1())
    up, down = [origin @ d @ origin for d in unrestricted]
    return dict(
        mol=mol, uhf=uhf, rohf=rohf, s_index=s_index, block=block, overlap=overlap,
        energy=energy, orbital=orbital, origin=origin, restricted=restricted,
        open_exchange=exchange[0] - exchange[1],
        rohf_spin=origin @ (restricted[0] - restricted[1]) @ origin,
        spin=up - down, total=up + down, density=unrestricted, radii=radii,
        canonical=parts["canonical"][0] - parts["canonical"][1],
        aligned=parts["aligned"][0] - parts["aligned"][1])


def linear_response(data):
    """First-order spin polarisation of 1s and 2s, driven by 2p exchange."""
    block, orbital, energy = data["block"], data["orbital"], data["energy"]
    at_nucleus = data["origin"][data["s_index"]] @ orbital
    gap = energy[:2] - energy[2:, None]
    weight = 4 * at_nucleus[:2] * at_nucleus[2:, None]
    change = np.zeros_like(data["open_exchange"])
    previous, first_terms = 0.0, None
    for _ in range(200):
        induced = data["uhf"].get_k(data["mol"], change)
        potential = -0.5 * data["open_exchange"][block] - induced[block]
        matrix = orbital.T @ potential @ orbital
        mixing = matrix[2:, :2] / gap
        if first_terms is None:
            first_terms = weight * mixing
        half = orbital[:, 2:] @ mixing @ orbital[:, :2].T
        change = np.zeros_like(change)
        change[block] = half + half.T
        step = np.max(abs(mixing - previous))
        previous = mixing
        if step < 1e-11:
            break
    assert step < 1e-11
    exchanged = (4 * at_nucleus[0] * at_nucleus[1] * matrix[1, 0]
                 / (energy[0] - energy[1]))
    return (weight * mixing).sum(0), first_terms, exchanged


def fixed_2p_spin_density(data, up_density, splitting):
    """Self-consistent s shells around the fixed 2p shell found in up_density.

    Spin-up and spin-down s electrons feel the fractions (1 + splitting)/2 and
    (1 - splitting)/2 of the 2p exchange. Returns the spin density at the nucleus.
    """
    mol, uhf, block = data["mol"], data["uhf"], data["block"]
    p_density = up_density.copy()
    p_density[data["s_index"], :] = 0
    p_density[:, data["s_index"]] = 0
    coulomb_p, exchange_p = uhf.get_jk(mol, p_density)
    fixed = uhf.get_hcore() + coulomb_p
    s_density = np.zeros_like(data["restricted"])
    for sigma in (0, 1):
        s_density[sigma][block] = data["restricted"][sigma][block]
    previous = np.zeros(2)
    for _ in range(200):
        coulomb, exchange = uhf.get_jk(mol, s_density)
        for sigma, share in enumerate(((1 + splitting) / 2, (1 - splitting) / 2)):
            fock = fixed + coulomb.sum(0) - exchange[sigma] - share * exchange_p
            pair = eigh(fock[block], data["overlap"])[1][:, :2]
            s_density[sigma][block] = (s_density[sigma][block] + pair @ pair.T) / 2
        current = np.array([data["origin"] @ d @ data["origin"] for d in s_density])
        step = np.max(abs(current - previous))
        previous = current
        if step < 1e-7:
            break
    assert step < 1e-7
    return current[0] - current[1]


def field_energies(mol, field, guess, coupled):
    """Total energies: UHF, MP2 and, if coupled, CCSD."""
    mf = run_scf(scf.UHF, mol, field, guess)
    energies = [mf.e_tot, mf.e_tot + float(mp.UMP2(mf).kernel(with_t2=False)[0])]
    if coupled:
        solver = cc.UCCSD(mf)
        solver.conv_tol, solver.conv_tol_normt = 1e-9, 1e-6
        solver.kernel()
        assert solver.converged
        energies.append(mf.e_tot + float(solver.e_corr))
    return np.array(energies)


# Contact factor: field of a unit current loop integrated over a ball of radius 2.
# The volume integral of B = curl A is turned into a surface integral of A.
node, node_weight = np.polynomial.legendre.leggauss(60)
theta = np.pi * (node + 1) / 2
phi = 2 * np.pi * np.arange(400) / 400
ball = 2.0
distance = np.sqrt(ball**2 + 1 - 2 * ball * np.sin(theta)[:, None] * np.cos(phi))
vector_potential = (np.cos(phi) / distance).mean(1) / 2
field_integral = 2 * np.pi * ball**2 * np.sum(
    node_weight * np.pi / 2 * vector_potential * np.sin(theta) ** 2)
contact_factor = field_integral / np.pi      # the loop has magnetic moment pi
assert abs(contact_factor - 2 / 3) < 1e-8
# Hydrogen 1s must give the familiar rough size, 1.42 GHz.
g_proton = const.physical_constants["proton g factor"][0]
hydrogen = contact_constant_mhz(1 / np.pi, g_proton, 0.5)
assert abs(hydrogen / 1420 - 1) < 0.01

# Hartree-Fock in a large basis.
large = analyse(nitrogen(even_tempered(0, 0.03, 2.2, 24)
                         + even_tempered(1, 0.03, 2.2, 13)))
assert abs(large["rohf_spin"]) < 1e-8
spin_matrix = large["density"][0] - large["density"][1]
directions = np.array([[1, 0, 0], [0, 0, 1], [3**-0.5] * 3])
around = [ao_at(large["mol"], d) @ spin_matrix @ ao_at(large["mol"], d)
          for d in directions]
assert np.ptp(around) < 1e-6                 # spherical: no dipolar term
canonical, aligned = large["canonical"], large["aligned"]
for parts in (canonical, aligned):
    assert parts[0] < 0 < parts[1]
    assert abs(parts.sum() - large["spin"]) < 1e-6
assert large["spin"] > 0

# Shell parts: first-order theory against full UHF; tolerances allow for higher orders.
response, first_terms, exchanged = linear_response(large)
assert np.allclose(response, aligned, rtol=0, atol=0.06 * abs(aligned).sum())
with_mixing = response + np.array([exchanged, -exchanged])
assert np.allclose(with_mixing, canonical, rtol=0, atol=0.06 * abs(canonical).sum())

# Total: first order is the slope for weak exchange splitting around a fixed 2p shell;
# full splitting around the UHF 2p shell must give back the UHF spin density.
WEAK = 0.05
slope = fixed_2p_spin_density(large, large["restricted"][0], WEAK) / WEAK
all_orders = fixed_2p_spin_density(large, large["restricted"][0], 1.0)
relaxed_2p = fixed_2p_spin_density(large, large["density"][0], 1.0)
assert abs(response.sum() / slope - 1) < 5e-3
assert abs(relaxed_2p / large["spin"] - 1) < 1e-3

s_orbital = large["orbital"][:, :2]
s_nucleus = large["origin"][large["s_index"]] @ s_orbital
s_outside = ao_at(large["mol"], [0, 0, 1])[large["s_index"]] @ s_orbital
exchange_12 = s_orbital[:, 0] @ large["open_exchange"][large["block"]] @ s_orbital[:, 1]
assert s_outside[0] > 0 > s_outside[1] and exchange_12 < 0

# Correlated spin densities as energy derivatives in a contact field.
small = nitrogen(even_tempered(0, 0.06, 2.4, 16) + even_tempered(1, 0.06, 2.5, 9)
                 + even_tempered(2, 0.3, 3.4, 3))
reference = run_scf(scf.UHF, small)
guess = np.array(reference.make_rdm1())
small_origin = ao_at(small, [0, 0, 0])
direct_up, direct_down = [small_origin @ d @ small_origin for d in guess]
strength = 2e-4
spin_series = (field_energies(small, (strength, -strength), guess, True)
               - field_energies(small, (-strength, strength), guess, True)) / (2 * strength)
total_series = (field_energies(small, (strength, strength), guess, False)
                - field_energies(small, (-strength, -strength), guess, False)) / (2 * strength)
assert abs(spin_series[0] / (direct_up - direct_down) - 1) < 5e-3
assert abs(total_series[0] / (direct_up + direct_down) - 1) < 5e-3
assert abs(spin_series[0] / large["spin"] - 1) < 0.10
spin_change = spin_series[1] / spin_series[0] - 1
total_change = total_series[1] / total_series[0] - 1
assert abs(spin_change) > abs(total_change)

print(f"Contact factor from loop field: {contact_factor:.6f}")
print(f"Hydrogen 1s check, A/h: {hydrogen:.1f} MHz")
print(f"Input g_N of 14N: {G_NITROGEN_14}")
print(f"A/h per unit spin density: "
      f"{contact_constant_mhz(1, G_NITROGEN_14, TOTAL_SPIN):.2f} MHz bohr^3")
print("LARGE BASIS (24s 13p); densities at nucleus in bohr^-3")
print(f"ROHF energy: {large['rohf'].e_tot:.6f} hartree")
print(f"UHF energy: {large['uhf'].e_tot:.6f} hartree")
print(f"UHF <S^2>: {large['uhf'].spin_square()[0]:.5f}")
print(f"ROHF spin density: {abs(large['rohf_spin']):.1e}")
print(f"UHF total density: {large['total']:.3f}")
print(f"UHF spin density: {large['spin']:.4f}")
print(f"UHF A/h: {contact_constant_mhz(large['spin'], G_NITROGEN_14, TOTAL_SPIN):.2f} MHz")
for name, parts in (("canonical", canonical), ("aligned", aligned)):
    print(f"UHF {name} parts 1s, 2s: {parts[0]:.4f}, {parts[1]:.4f}")
    print(f"  amplification kappa: {abs(parts).sum() / abs(parts.sum()):.2f}")
    for shell, label in enumerate(("1s", "2s")):
        up_r, down_r = [large["radii"][name][sigma][shell] for sigma in (0, 1)]
        print(f"  <r^2> {label} up, down: {up_r:.5f}, {down_r:.5f} bohr^2")
print(f"Mean-Fock energies 1s, 2s: {large['energy'][0]:.4f}, "
      f"{large['energy'][1]:.4f} hartree")
print(f"1s, 2s amplitude at r=0: {s_nucleus[0]:.3f}, {s_nucleus[1]:.3f} bohr^-3/2")
print(f"1s, 2s amplitude at r=1 bohr: {s_outside[0]:.4f}, {s_outside[1]:.4f} bohr^-3/2")
print(f"2p exchange element <1s|K_p|2s>: {exchange_12:.4f} hartree")
print("FIRST-ORDER RESPONSE, bohr^-3")
for shell, label in enumerate(("1s", "2s")):
    terms = first_terms[:, shell]
    print(f"{label} without K[D], sum of negative terms: {terms[terms < 0].sum():.4f}")
    print(f"{label} without K[D], sum of positive terms: {terms[terms > 0].sum():.4f}")
print(f"Total without K[D]: {first_terms.sum():.4f}")
print(f"With K[D], parts 1s, 2s: {response[0]:.4f}, {response[1]:.4f}")
print(f"With K[D], total: {response.sum():.4f}")
print(f"1s-2s mixing X (added to 1s, taken from 2s): {exchanged:.4f}")
print("FROM FIRST ORDER TO UHF, total spin density in bohr^-3")
print(f"Slope at splitting {WEAK}, ROHF 2p: {slope:.4f}")
print(f"Full splitting, ROHF 2p: {all_orders:.4f}")
print(f"Full splitting, UHF 2p: {relaxed_2p:.4f}")
print("STANDARD BASES, UHF: total density; aligned 1s, 2s; spin density")
for basis_name in ("cc-pvdz", "cc-pvtz", "cc-pvqz"):
    data = analyse(nitrogen(basis_name))
    print(f"{basis_name}: {data['total']:.3f}; {data['aligned'][0]:.4f}, "
          f"{data['aligned'][1]:.4f}; {data['spin']:.4f} bohr^-3")
print("CORRELATION (16s 9p 3d): spin density in bohr^-3; A/h in MHz")
for name, value in zip(("UHF", "MP2", "CCSD"), spin_series):
    constant = contact_constant_mhz(value, G_NITROGEN_14, TOTAL_SPIN)
    print(f"{name}: {value:.4f}; {constant:.2f}")
print(f"MP2 change of spin density: {100 * spin_change:.2f} %")
print(f"MP2 change of total density: {100 * total_change:.3f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
Contact factor from loop field: 0.666667
Hydrogen 1s check, A/h: 1422.8 MHz
Input g_N of 14N: 0.404
A/h per unit spin density: 107.77 MHz bohr^3
LARGE BASIS (24s 13p); densities at nucleus in bohr^-3
ROHF energy: -54.400928 hartree
UHF energy: -54.404542 hartree
UHF <S^2>: 3.75790
ROHF spin density: 2.8e-25
UHF total density: 205.305
UHF spin density: 0.1870
UHF A/h: 20.15 MHz
UHF canonical parts 1s, 2s: -0.7412, 0.9281
  amplification kappa: 8.93
  <r^2> 1s up, down: 0.07092, 0.06966 bohr^2
  <r^2> 2s up, down: 2.00551, 2.39215 bohr^2
UHF aligned parts 1s, 2s: -0.4657, 0.6526
  amplification kappa: 5.98
  <r^2> 1s up, down: 0.07053, 0.07000 bohr^2
  <r^2> 2s up, down: 2.00590, 2.39180 bohr^2
Mean-Fock energies 1s, 2s: -15.6291, -0.9453 hartree
1s, 2s amplitude at r=0: 9.897, 2.181 bohr^-3/2
1s, 2s amplitude at r=1 bohr: 0.0159, -0.2508 bohr^-3/2
2p exchange element <1s|K_p|2s>: -0.0928 hartree
FIRST-ORDER RESPONSE, bohr^-3
1s without K[D], sum of negative terms: -0.4470
1s without K[D], sum of positive terms: 0.0000
2s without K[D], sum of negative terms: -0.0280
2s without K[D], sum of positive terms: 0.4031
Total without K[D]: -0.0719
With K[D], parts 1s, 2s: -0.4614, 0.6138
With K[D], total: 0.1524
1s-2s mixing X (added to 1s, taken from 2s): -0.2749
FROM FIRST ORDER TO UHF, total spin density in bohr^-3
Slope at splitting 0.05, ROHF 2p: 0.1524
Full splitting, ROHF 2p: 0.1681
Full splitting, UHF 2p: 0.1870
STANDARD BASES, UHF: total density; aligned 1s, 2s; spin density
cc-pvdz: 197.371; -0.0810, 0.3594; 0.2784 bohr^-3
cc-pvtz: 198.281; -0.5075, 0.4742; -0.0333 bohr^-3
cc-pvqz: 202.041; -0.5762, 0.6237; 0.0475 bohr^-3
CORRELATION (16s 9p 3d): spin density in bohr^-3; A/h in MHz
UHF: 0.1830; 19.72
MP2: 0.0785; 8.46
CCSD: 0.0878; 9.46
MP2 change of spin density: -57.08 %
MP2 change of total density: 0.038 %
ALL CHECKS PASSED
```
